# What One Angstrom Does to Tunnelling Through a Silica Barrier

## Problem

A thin insulating film between two conducting electrodes is modelled as a rectangular barrier. The top of the barrier lies \(\varphi=3.15\) eV above the energy of the electron, and the effective mass in the barrier is \(m=0.42\) electron masses. The film is thinned by \(a=1\) Å, from \(d=10\) Å to 9 Å, while the electron's energy and the barrier height stay fixed.

(a) By what factor does the transmission rise?

(b) Does the factor depend on the electrodes, or on the thickness from which the angstrom is removed?

Where electrode properties are needed, take two alike electrodes with mass \(m_s=1\) electron mass, in which the electron has kinetic energy \(K=0.10\) eV. These are round model values. The motion is one-dimensional, the bands are parabolic, and there is no electric field in the film.

Lengths are in angstroms and energies in electronvolts. The symbols \(m\) and \(m_s\) are pure numbers, multiples of the free-electron mass \(m_e\), so the one constant needed is \(\hbar^2/m_e=7.61996\) eV Å\(^2\).

## A tempting solution

Under the barrier the wave function decays as \(e^{-\kappa x}\), where

\[
\kappa^2=\frac{2m\varphi}{\hbar^2/m_e}
=\frac{2(0.42)(3.15)}{7.61996}\ \text{Å}^{-2}
=0.34725\ \text{Å}^{-2},
\qquad \kappa=0.5893\ \text{Å}^{-1}.
\]

The transmission is a ratio of currents, which are quadratic in the wave function, so for a thick barrier \(T\approx Ce^{-2\kappa d}\), with \(C\) independent of \(d\). Differentiation gives

\[
\frac{dT}{dd}=-2\kappa T .
\]

Thinning means a change of thickness \(\Delta d=-a\). Therefore

\[
\frac{\Delta T}{T}=-2\kappa\,\Delta d=2\kappa a=1.18 ,
\]

and the transmission rises by 118 per cent, that is, by a factor \(1+1.18=2.18\).

## Where it fails

The decay constant is right, and so is the factor 2 that turns an amplitude into a current. The fault lies in the last step, which uses a derivative as if it held over the whole angstrom.

Apply the same step to a film that is made thicker by 1 Å. Then \(\Delta d=+a\), and the argument gives \(\Delta T/T=-1.18\). The new transmission would be \(T(1-1.18)=-0.18\,T\), which is negative. A transmission is a ratio of two currents in the same direction and cannot be negative, so the step is not allowed at this size.

The relation \(\Delta T/T=-2\kappa\,\Delta d\) requires \(2\kappa|\Delta d|\ll1\). Here \(2\kappa a\) is larger than one. As the film is thinned, \(T\) grows, and each further slice multiplies a transmission that has already grown. Removing the angstrom as two halves shows the effect. Each half contributes a factor \(1+0.5893\), and together they give \(1.5893^2=2.53\) instead of 2.18. With \(n\) equal slices the factor is

\[
\left(1+\frac{2\kappa a}{n}\right)^n\longrightarrow e^{2\kappa a}
\qquad(n\to\infty).
\]

The finite change is thus an exponential, of which the tempting solution kept the first two terms. This repair still rests on \(T\approx Ce^{-2\kappa d}\), which was assumed. Question (b) asks how far that form can be trusted, so the transmission is now derived in full.

## The right solution

### The equation and the conditions at the faces

Where the mass changes from one layer to the next, the Schrödinger equation of the model is

\[
-\frac{\hbar^2}{2m_e}\frac{d}{dx}\left(\frac{1}{m(x)}\frac{d\psi}{dx}\right)+V(x)\psi=E\psi .
\]

The wave function \(\psi\) is continuous. Integrating the equation over a vanishingly short interval around a face gives zero from the terms in \(V\psi\) and \(E\psi\), because they are finite. The quantity \(\psi'/m(x)\) therefore has the same value on both sides. It is this ratio, and not \(\psi'\) alone, that must be matched. The current is proportional to \(\operatorname{Im}(\psi^*\psi'/m)\), so the two conditions together make the current continuous.

Let the barrier occupy \(0<x<d\). Inside it \(V-E=\varphi\), and the equation becomes \(\psi''=\kappa^2\psi\) with the \(\kappa\) used above. In the electrodes \(E-V=K\), and the waves are \(e^{\pm ikx}\) with \(k^2=2m_sK/(\hbar^2/m_e)\). Because the matching involves \(\psi'/m\), two ratios will appear:

\[
u=\frac{\kappa}{m},\qquad v=\frac{k}{m_s}.
\]

The second is the electron's velocity in the electrode, up to the constant \(\hbar/m_e\). The first is the corresponding quantity under the barrier, where nothing propagates.

### From the transmitted wave back to the incident wave

The electron arrives from the left. Behind the barrier there is an outgoing wave alone, and its amplitude may be set to one:

\[
\psi=e^{ik(x-d)}\quad(x>d),
\qquad\text{so}\qquad
\psi(d)=1,\quad \frac{\psi'(d)}{m_s}=iv .
\]

Inside the barrier the general solution can be written around the rear face:

\[
\psi=P\cosh\kappa(x-d)+Q\sinh\kappa(x-d),
\]
\[
\frac{\psi'}{m}=u\left[P\sinh\kappa(x-d)+Q\cosh\kappa(x-d)\right].
\]

At \(x=d\) the hyperbolic sine vanishes and the cosine is one. The two matching conditions give \(P=1\) and \(uQ=iv\), hence \(Q=iv/u\).

At the front face the argument is \(-\kappa d\). The cosine is even and the sine is odd, so

\[
\psi(0)=\cosh\kappa d-\frac{iv}{u}\sinh\kappa d,
\]
\[
\frac{\psi'(0)}{m}=-u\sinh\kappa d+iv\cosh\kappa d .
\]

To the left of the barrier there is an incident and a reflected wave, \(\psi=Ae^{ikx}+Be^{-ikx}\). At \(x=0\) this gives

\[
\psi(0)=A+B,\qquad \frac{\psi'(0)}{m_s}=iv(A-B).
\]

Dividing the second relation by \(iv\) and adding the first removes \(B\). Since \(\psi'\) divided by the local mass is continuous, the value found inside the barrier may be inserted:

\[
A=\frac12\left[\psi(0)+\frac{1}{iv}\,\frac{\psi'(0)}{m}\right].
\]

With \(-u/(iv)=iu/v\), the bracket contains \(\cosh\kappa d\) twice and two terms in \(\sinh\kappa d\):

\[
A=\cosh\kappa d+\frac{i}{2}\left(\frac uv-\frac vu\right)\sinh\kappa d .
\]

### The transmission

The transmitted current is proportional to \(v\cdot1\) and the incident current to \(v|A|^2\). The electrodes are alike, so \(v\) cancels and \(T=1/|A|^2\). The real and imaginary parts of \(A\) are already separate:

\[
\frac1T=\cosh^2\kappa d+\frac14\left(\frac uv-\frac vu\right)^2\sinh^2\kappa d .
\]

Now use \(\cosh^2=1+\sinh^2\). The coefficient of \(\sinh^2\kappa d\) becomes

\[
1+\frac14\left(\frac{u^2}{v^2}-2+\frac{v^2}{u^2}\right)
=\frac14\left(\frac{u^2}{v^2}+2+\frac{v^2}{u^2}\right)
=\frac14\left(\frac uv+\frac vu\right)^2\equiv G ,
\]

and the transmission is

\[
\frac1T=1+G\sinh^2\kappa d,\qquad G\ge1 .
\]

The lower limit \(G=1\) belongs to \(u=v\), because a positive number and its reciprocal add up to at least two. The electrodes enter through \(G\) alone, and \(G\) does not contain the thickness.

### The factor for an opaque barrier

When \(\kappa d\) is large, \(\sinh^2\kappa d\approx e^{2\kappa d}/4\) and the 1 may be dropped, which leaves

\[
T\approx\frac4G\,e^{-2\kappa d}.
\]

This is the assumed form, with \(C=4/G\). If the film is still opaque after thinning, so that \(2\kappa(d-a)\gg1\), the prefactor cancels in the ratio:

\[
R\equiv\frac{T(d-a)}{T(d)}\approx F,\qquad F=e^{2\kappa a}.
\]

For the given barrier,

\[
F=e^{2(0.58928)(1.0)}=e^{1.1786}=3.25 .
\]

Removing one angstrom raises the transmission by a factor near 3.2. This answers (a) for an opaque film; whether 9 Å is opaque enough is settled next.

## Do the electrodes matter?

Before any approximation, the ratio is

\[
R=\frac{1+GS}{1+Gs},\qquad S=\sinh^2\kappa d,\quad s=\sinh^2\kappa(d-a).
\]

Its derivative with respect to \(G\) is

\[
\frac{dR}{dG}=\frac{S(1+Gs)-s(1+GS)}{(1+Gs)^2}=\frac{S-s}{(1+Gs)^2}>0 ,
\]

since the thicker film has the larger hyperbolic sine. The ratio therefore grows steadily with \(G\), from its value at \(G=1\) towards its limit for \(G\to\infty\). At \(G=1\) the identity \(1+\sinh^2=\cosh^2\) applies, and for large \(G\) the ones drop out:

\[
\frac{\cosh^2\kappa d}{\cosh^2\kappa(d-a)}\le R<\frac{\sinh^2\kappa d}{\sinh^2\kappa(d-a)} .
\]

Neither bound contains a property of the electrodes. Taking the growing exponential out of each function turns them into

\[
F\left[\frac{1+e^{-2\kappa d}}{1+e^{-2\kappa(d-a)}}\right]^2
\quad\text{and}\quad
F\left[\frac{1-e^{-2\kappa d}}{1-e^{-2\kappa(d-a)}}\right]^2 .
\]

Because \(e^{-2\kappa d}<e^{-2\kappa(d-a)}\), the first bracket is below one and the second above one. The value \(F\) lies between the bounds, and both close in on it as the film becomes thick.

For thinning from 10 Å to 9 Å the bounds are 3.24955 and 3.24977. So many digits serve to separate the bounds and say nothing about the accuracy of the model for a real film. Within the model, no choice of alike electrodes can move the factor away from the unrounded \(F\) by as much as one part in ten thousand, as long as \(\varphi\) and \(m\) are kept.

The electrodes do matter for the transmission itself. With \(m_s=1\) and \(K=0.10\) eV,

\[
v=k=\sqrt{\frac{2(1)(0.10)}{7.61996}}\ \text{Å}^{-1}=0.162\ \text{Å}^{-1},
\qquad
u=\frac{0.5893}{0.42}\ \text{Å}^{-1}=1.403\ \text{Å}^{-1},
\]
\[
G=\frac14\left(8.660+0.115\right)^2=19.25 .
\]

The transmission of this film is thus about 19 times smaller than it would be for \(G=1\), but the reduction is the same at 10 Å and at 9 Å.

Numerical integration of the Schrödinger equation through the barrier, which makes no use of the formula for \(T\), gives \(T=1.58\times10^{-6}\) at 10 Å and \(5.14\times10^{-6}\) at 9 Å. Their ratio is 3.25, in agreement with \(F\) and in clear conflict with 2.18. The numerical output lists these values with more digits.

## Does the starting thickness matter?

For an opaque film it does not: 10 Å to 9 Å and 20 Å to 19 Å give practically the same factor. The rule can fail when what remains is not opaque. Consider thinning from 2 Å to 1 Å. So thin a continuum barrier is a mathematical test case, not a description of a real film.

Here \(d=2a\), and the upper bound simplifies through \(\sinh2y=2\sinh y\cosh y\) with \(y=\kappa a\):

\[
\frac{\sinh^2 2y}{\sinh^2 y}=4\cosh^2y=2+2\cosh2y=2+F+\frac1F=5.56 .
\]

The lower bound is 2.28. The electrodes now have a large say. For the values of the problem, integration gives a factor of 5.02, well above 3.25.

The reason for the excess can be read from the ratio. Since \(\sinh^2z=(e^{2z}-2+e^{-2z})/4\),

\[
\frac1T=\frac G4\left[e^{2\kappa d}-\left(2-\frac4G\right)+e^{-2\kappa d}\right].
\]

For \(G>2\) the middle term lowers \(1/T\), and it matters more, in proportion, for the thinner film. The last term acts the other way, but with \(G=19.25\) it is much the smaller of the two at both 1 Å and 2 Å. The thinner film therefore gains more here than the exponential rule allows. For a film that is nearly opaque, the first correction follows by keeping the middle term to first order in both transmissions:

\[
\frac RF-1\approx\left(2-\frac4G\right)\left(1-\frac1F\right)e^{-2\kappa(d-a)} .
\]

At \(d=10\) Å this is about \(3\times10^{-5}\), which explains why the integrated ratio there lies slightly above \(F\). At \(d=2\) Å the expansion is no longer useful, because \(e^{-2\kappa(d-a)}=1/F=0.31\) is not small.

The two bounds also have a physical reading. The upper one is approached by very slow electrons, for which \(v\to0\) and \(G\to\infty\). The lower one is reached when \(u=v\). With \(m_s=1\) this requires a kinetic energy

\[
K=\frac12\,\frac{\hbar^2}{m_e}\,m_su^2\approx7.5\ \text{eV},
\]

with the barrier top still 3.15 eV above the electron. Both cases were tested by integration for the 2 Å barrier, and both agree with the bounds.

## How firm is the number?

### From where is the barrier measured?

The height 3.15 eV was counted from the electron's energy. A barrier height may instead be counted from the bottom of the electrode's band. An electron with \(K=0.10\) eV then sees \(\varphi=3.15-0.10=3.05\) eV. The effect on \(F\) follows from \(\ln F=2\kappa a\), which is proportional to \(\sqrt{m\varphi}\):

\[
\frac{\delta F}{F}\approx\frac{\ln F}{2}\left(\frac{\delta\varphi}{\varphi}+\frac{\delta m}{m}\right)
=0.59\left(\frac{\delta\varphi}{\varphi}+\frac{\delta m}{m}\right).
\]

With \(\delta\varphi/\varphi=-0.10/3.15=-0.032\), the factor falls by about 1.9 per cent. The full expression gives \(F=3.19\), and integration confirms it. Both readings of the barrier height therefore lead to a factor near 3.2. The third digit depends on the convention, and an uncertainty of 5 per cent in the mass would change \(F\) by about 3 per cent.

### Why not the free mass?

The electron's energy lies in the gap of the insulator, where there are no travelling band states, and one might doubt that a band mass applies. In the model, the mass expresses how energy and wave number \(q\) are related near the band edge \(E_c\) of the insulator: \(E-E_c=(\hbar^2/m_e)\,q^2/(2m)\). Below the edge the left side is \(-\varphi\), so \(q^2\) is negative and \(q=i\kappa\). The same \(m\) then fixes the decay. That the parabola continues 3 eV into the gap is an assumption of the model, and a weightier one than the few per cent found above. In a two-band model with the same band-edge mass and a gap \(E_g\), the decay constant obeys \(\kappa^2=2m\varphi(1-\varphi/E_g)/(\hbar^2/m_e)\). For \(E_g=9\) eV the factor per angstrom falls from 3.25 to 2.59. A quoted mass is therefore meaningful only together with the dispersion for which it was defined.

The choice has a large effect. With the free mass the exponent is multiplied by \(1/\sqrt{0.42}=1.54\), and the factor per angstrom becomes 6.16, nearly twice as large.

## Reading the factor

Successive removals multiply. Taking away a thickness \(s\) from a film that stays opaque raises \(T\) by \(e^{2\kappa s}\). For 3 Å this is \(F^3=34.3\), and integration from 10 Å to 7 Å gives the same to three digits. A tenfold rise needs

\[
s_{10}=\frac{\ln10}{2\kappa}=\frac{2.303}{1.1786}\ \text{Å}=1.95\ \text{Å}.
\]

Two angstroms of thickness are thus worth about a decade of transmission.

The steepness has a consequence for a film that is not quite flat. Suppose that half its area has thickness \(d\) and the other half \(d-a\), with patches so wide that each transmits as a uniform film. The mean transmission is then

\[
\bar T=\frac{T(d)+F\,T(d)}{2}=2.12\,T(d),
\]

and the thin half carries the fraction \(F/(1+F)=0.76\) of it. A flat film with the same mean thickness, \(d-a/2\), would have \(T=\sqrt F\,T(d)=1.80\,T(d)\). The rough film transmits more, because the gain in the thin places exceeds the loss in the thick ones.

The factor applies to the transmission at one energy through a field-free barrier. It is not yet the factor for the current through a film at fixed voltage. There the barrier is tilted. At fixed voltage its heights at the two faces stay the same and thinning changes only the slope, so for one energy and an opaque film the factor is close to \(e^{2\langle\kappa\rangle a}\), with \(\kappa\) averaged across the film. For a drop of 1 V from a height of 3.15 eV at the front face this is 2.94. The current also collects electrons of many energies, each with its own \(\kappa\). The image force, which lowers and rounds the barrier, is left out as well. Each of these effects replaces the constant \(\kappa\) by one that varies with position or energy, and the factor per angstrom must then be worked out anew. The answer to (b) is also tied to one dimension. In a planar junction an electron may carry a wave number \(k_\parallel\) along the film, which adds \(k_\parallel^2\) to \(\kappa^2\), and the electrode sets the range of \(k_\parallel\). Summed over \(k_\parallel\) at one energy and zero field, with \(m_s=1\), the factor from 10 Å to 9 Å is 3.29 for \(K=0.10\) eV and 3.61 for \(K=5\) eV. In the second case it is close to \(F\,d/(d-a)\), and it drops to 3.42 from 20 Å to 19 Å. Electrodes and starting thickness then matter at the level of ten per cent.

## Table of computed values

```
hbar^2/m_e = 7.61996 eV angstrom^2
barrier above electron energy phi = 3.15 eV
barrier mass m = 0.42 electron masses
thickness removed a = 1.0 angstrom
kappa^2 = 0.34725 angstrom^-2
kappa = 0.58928 angstrom^-1
exponent 2 kappa a = 1.1786 (no unit)
factor F = exp(2 kappa a) = 3.2497 (no unit)
electrode mass ms = 1.0 electron masses
electrode kinetic energy K = 0.10 eV
mismatch factor G = 19.253 (no unit)
initial thickness d = 10.0 angstrom
integrated T at 10 angstrom = 1.5819e-06 (no unit)
integrated T at 9 angstrom = 5.1408e-06 (no unit)
ratio of these T = 3.24976 (no unit)
lower bound on ratio = 3.24955 (no unit)
upper bound on ratio = 3.24977 (no unit)
band-edge reading: phi = 3.05 eV
band-edge reading: F = 3.1890 (no unit)
band-edge reading: integrated ratio = 3.1891 (no unit)
removing 3 angstrom: F^3 = 34.32 (no unit)
removing 3 angstrom: integrated ratio = 34.33 (no unit)
thickness per decade of T = 1.954 angstrom
free mass in barrier: F = 6.163 (no unit)
free mass: integrated ratio = 6.163 (no unit)
thin barrier, initial thickness = 2.0 angstrom
thin barrier: integrated ratio = 5.021 (no unit)
thin barrier: lower bound = 2.277 (no unit)
thin barrier: upper bound = 5.557 (no unit)
```
